# Transmission through a single modified bond in a chain: a numerical check

```python
"""
Result under test: a chain with hopping -t and zero site energies has one bond
with hopping -t_bond. At the band centre (E = 0) its transmission is
    T = 4 t^2 t_bond^2 / (t^2 + t_bond^2)^2,
so a bond stronger than the others reflects electrons, as a weaker one does.
Symbols: E energy, k wave number times spacing, E = -2 t cos k,
v = 2 t sin k velocity (hbar = spacing = 1), r and tau wave amplitudes,
G retarded Green function, Gamma lead broadening. Energies are in eV.
The bond joins site 0 (left) and site 1 (right).
"""
import numpy as np
from math import comb
from scipy.constants import e as charge, h as planck
from scipy.linalg import eigh_tridiagonal


def formula_centre(t, t_bond):
    return 4 * t**2 * t_bond**2 / (t**2 + t_bond**2)**2


def formula_energy(energy, t, t_bond):
    v2 = 4 * t**2 - energy**2
    return t_bond**2 * v2 / ((t**2 - t_bond**2)**2 + t_bond**2 * v2)


def mode_sum(z, t, points=8000):
    """End-site Green function at complex energy from the standing waves."""
    q = 2 * np.pi * np.arange(points) / points
    return np.mean(2 * np.sin(q)**2 / (z + 2 * t * np.cos(q)))


def lead_green(energy, t, step=0.02, order=6):
    """Extrapolate the mode sum to zero imaginary energy.

    The weights are those of the polynomial through the points
    step, 2 step, ..., order * step, evaluated at zero.
    """
    return sum((-1)**(j + 1) * comb(order, j)
               * mode_sum(energy + 1j * j * step, t)
               for j in range(1, order + 1))


def caroli(energy, t, t_bond, shift=0.0, sites=2):
    """Matrix trace formula; the altered bond is in the middle of the device."""
    ham = np.zeros((sites, sites), complex)
    for n in range(sites - 1):
        ham[n, n + 1] = ham[n + 1, n] = -t
    left, right = sites // 2 - 1, sites // 2
    ham[left, right] = ham[right, left] = -t_bond
    ham[left, left] = ham[right, right] = shift
    sigma_left = np.zeros_like(ham)
    sigma_right = np.zeros_like(ham)
    sigma_left[0, 0] = sigma_right[-1, -1] = t**2 * lead_green(energy, t)
    green = np.linalg.inv(energy * np.eye(sites) - ham
                          - sigma_left - sigma_right)
    gamma_left = 1j * (sigma_left - sigma_left.conj().T)
    gamma_right = 1j * (sigma_right - sigma_right.conj().T)
    trans = np.trace(gamma_left @ green @ gamma_right @ green.conj().T).real
    return trans, green


def match_waves(k, t, t_bond):
    """Solve the Schroedinger equation on sites 0 and 1 for r and tau."""
    energy = -2 * t * np.cos(k)

    def residual(r, tau):
        psi = {n: np.exp(1j * k * n) + r * np.exp(-1j * k * n)
               for n in (-1, 0)}
        psi.update({n: tau * np.exp(1j * k * n) for n in (1, 2)})
        return np.array([energy * psi[0] + t * psi[-1] + t_bond * psi[1],
                         energy * psi[1] + t_bond * psi[0] + t * psi[2]])

    base = residual(0, 0)
    matrix = np.column_stack([residual(1, 0) - base, residual(0, 1) - base])
    return np.linalg.solve(matrix, -base)


def packet_transmission(t, t_bond, width, sites=1000):
    """Send a band-centre wave packet through a finite chain."""
    hops = np.full(sites - 1, -t)
    hops[sites // 2 - 1] = -t_bond
    levels, states = eigh_tridiagonal(np.zeros(sites), hops)
    n = np.arange(sites)
    start = sites // 4
    psi = np.exp(-(n - start)**2 / (4 * width**2) + 0.5j * np.pi * n)
    psi /= np.linalg.norm(psi)
    duration = (sites / 2) / (2 * t)
    psi = states @ (np.exp(-1j * levels * duration) * (states.T @ psi))
    return np.sum(np.abs(psi[sites // 2:])**2)


def clean(x):
    return round(float(x), 4) + 0.0


t = 1.5
spacing = 2.5
width = 40
bonds = (0.75, 1.5, 1.8, 3.0)
quantum = 2 * charge**2 / planck * 1e6

# Lead Green function: mode sum at complex energy against the retarded root.
z = 0.4 + 0.1j
roots = np.roots([t**2, -z, 1])
retarded = roots[np.argmin(np.abs(roots))]
assert abs(mode_sum(z, t) - retarded) < 1e-10
# On the real axis the extrapolated mode sum must reach the closed formula.
for energy in (-2.0, 0.0, 1.5):
    root = (energy - 1j * np.sqrt(4 * t**2 - energy**2)) / (2 * t**2)
    assert abs(lead_green(energy, t) - root) < 1e-5

g_centre = lead_green(0.0, t)
sigma = t**2 * g_centre
print(f"chain hopping t = {t:.2f} eV, spacing = {spacing:.2f} angstrom")
print(f"band edges = {-2*t:.2f} and {2*t:.2f} eV")
print(f"lead g(E=0): imaginary part = {g_centre.imag:.4f} 1/eV")
print(f"lead Sigma(E=0): imaginary part = {sigma.imag:.4f} eV")
print(f"broadening Gamma(E=0) = {-2*sigma.imag:.4f} eV")
print(f"conductance quantum 2e^2/h = {quantum:.3f} microsiemens")
print(f"packet width (standard deviation) = {width*spacing:.1f} angstrom")

for t_bond in bonds:
    trans, green = caroli(0.0, t, t_bond)
    r, tau = match_waves(np.pi / 2, t, t_bond)
    packet = packet_transmission(t, t_bond, width)
    target = formula_centre(t, t_bond)
    assert abs(trans - target) < 1e-5
    assert abs(caroli(0.0, t, t_bond, sites=8)[0] - target) < 1e-5
    assert abs(abs(tau)**2 - target) < 1e-12
    assert abs(r - (t**2 - t_bond**2) / (t**2 + t_bond**2)) < 1e-12
    assert abs(abs(r)**2 + abs(tau)**2 - 1) < 1e-12
    # The finite packet contains a narrow range of energies.
    assert abs(packet - target) < 2e-4

    # Contributions of the isolated pair's two levels to G between the sites.
    levels, vectors = np.linalg.eigh(np.array([[0, -t_bond], [-t_bond, 0]]))
    parts = vectors[1] * vectors[0] / (0.0 - levels - sigma)
    assert abs(parts.sum() - green[1, 0]) < 1e-5
    denominator = 2 * (t**2 + t_bond**2)
    assert abs(parts[0] - (t_bond - 1j * t) / denominator) < 1e-5
    assert abs(parts[1] - (t_bond + 1j * t) / denominator) < 1e-5

    print(f"bond t' = {t_bond:.2f} eV, ratio t'/t = {t_bond/t:.2f}")
    print(f"  T = {trans:.4f}, R = {abs(r)**2:.4f}, r = {clean(r.real):.4f}")
    print(f"  wave-packet transmitted probability = {packet:.4f}")
    print(f"  density / incident: site 0 = {abs(1+r)**2:.4f}, "
          f"site 1 = {abs(tau)**2:.4f}")
    print(f"  G10 = {green[1, 0].real:.4f} 1/eV")
    print(f"  lower-level part = {parts[0].real:.4f} "
          f"{parts[0].imag:+.4f}i 1/eV")
    print(f"  upper-level part = {parts[1].real:.4f} "
          f"{parts[1].imag:+.4f}i 1/eV")
    print(f"  conductance = {quantum*trans:.2f} microsiemens")

# Equal reflection for reciprocal bond ratios.
for ratio in (1.3, 2.0, 5.0):
    strong = caroli(0.0, t, ratio * t)[0]
    weak = caroli(0.0, t, t / ratio)[0]
    assert abs(strong - weak) < 1e-5 and strong < 0.95

# Fisher-Lee amplitudes and the transmission away from the band centre.
for k in (0.5, 1.1, 2.4):
    for t_bond in (0.75, 3.0):
        energy, v = -2 * t * np.cos(k), 2 * t * np.sin(k)
        r, tau = match_waves(k, t, t_bond)
        trans, green = caroli(energy, t, t_bond)
        assert abs(tau * np.exp(1j * k) - 1j * v * green[1, 0]) < 1e-5
        assert abs(r - (1j * v * green[0, 0] - 1)) < 1e-5
        assert abs(tau - t_bond / t * (1 + r)) < 1e-12
        assert abs(trans - formula_energy(energy, t, t_bond)) < 1e-5
        assert trans < caroli(0.0, t, t_bond)[0]
for energy in (1.5, 2.7):
    value = caroli(energy, t, 3.0)[0]
    print(f"t' = 3.00 eV, E = {energy:.2f} eV: T = {value:.4f}")

# Small mismatch: reflection grows as the square of the relative change.
for delta in (-0.001, 0.001):
    r, tau = match_waves(np.pi / 2, t, t * (1 + delta))
    assert abs(abs(r)**2 / delta**2 - 1) < 0.005
r_small = match_waves(np.pi / 2, t, 1.01 * t)[0]
print(f"bond 1 percent stronger: R = {abs(r_small)**2:.3e}")

# Shifted site energies can turn a stronger bond into the matched one.
for shift in (0.6, 1.5, -1.5):
    matched = np.sqrt(t**2 + shift**2)
    assert abs(caroli(0.0, t, matched, shift)[0] - 1) < 1e-5
    assert caroli(0.0, t, 0.9 * matched, shift)[0] < 0.999
    assert caroli(0.0, t, 1.1 * matched, shift)[0] < 0.999
shift = 1.5
matched = np.sqrt(t**2 + shift**2)
print(f"matched bond for site shift {shift:.2f} eV: t' = {matched:.4f} eV")
print(f"  T with shifted sites = {caroli(0.0, t, matched, shift)[0]:.4f}")
print(f"  T of same bond, unshifted = {caroli(0.0, t, matched)[0]:.4f}")
print(f"  T of unaltered bond, shifted = {caroli(0.0, t, t, shift)[0]:.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
chain hopping t = 1.50 eV, spacing = 2.50 angstrom
band edges = -3.00 and 3.00 eV
lead g(E=0): imaginary part = -0.6667 1/eV
lead Sigma(E=0): imaginary part = -1.5000 eV
broadening Gamma(E=0) = 3.0000 eV
conductance quantum 2e^2/h = 77.481 microsiemens
packet width (standard deviation) = 100.0 angstrom
bond t' = 0.75 eV, ratio t'/t = 0.50
  T = 0.6400, R = 0.3600, r = 0.6000
  wave-packet transmitted probability = 0.6400
  density / incident: site 0 = 2.5600, site 1 = 0.6400
  G10 = 0.2667 1/eV
  lower-level part = 0.1333 -0.2667i 1/eV
  upper-level part = 0.1333 +0.2667i 1/eV
  conductance = 49.59 microsiemens
bond t' = 1.50 eV, ratio t'/t = 1.00
  T = 1.0000, R = 0.0000, r = 0.0000
  wave-packet transmitted probability = 1.0000
  density / incident: site 0 = 1.0000, site 1 = 1.0000
  G10 = 0.3333 1/eV
  lower-level part = 0.1667 -0.1667i 1/eV
  upper-level part = 0.1667 +0.1667i 1/eV
  conductance = 77.48 microsiemens
bond t' = 1.80 eV, ratio t'/t = 1.20
  T = 0.9675, R = 0.0325, r = -0.1803
  wave-packet transmitted probability = 0.9675
  density / incident: site 0 = 0.6719, site 1 = 0.9675
  G10 = 0.3279 1/eV
  lower-level part = 0.1639 -0.1366i 1/eV
  upper-level part = 0.1639 +0.1366i 1/eV
  conductance = 74.96 microsiemens
bond t' = 3.00 eV, ratio t'/t = 2.00
  T = 0.6400, R = 0.3600, r = -0.6000
  wave-packet transmitted probability = 0.6400
  density / incident: site 0 = 0.1600, site 1 = 0.6400
  G10 = 0.2667 1/eV
  lower-level part = 0.1333 -0.0667i 1/eV
  upper-level part = 0.1333 +0.0667i 1/eV
  conductance = 49.59 microsiemens
t' = 3.00 eV, E = 1.50 eV: T = 0.5714
t' = 3.00 eV, E = 2.70 eV: T = 0.2525
bond 1 percent stronger: R = 9.900e-05
matched bond for site shift 1.50 eV: t' = 2.1213 eV
  T with shifted sites = 1.0000
  T of same bond, unshifted = 0.8889
  T of unaltered bond, shifted = 0.8000
ALL CHECKS PASSED
```
